# A failing check and its repair

Subject: Rode's iteration for polar-optical scattering: contraction proof and phonon cusps.

```python
# Rode iteration, nondegenerate parabolic band, Froehlich LO scattering (atomic units).
# x=E/w, b=w/kT, N=1/(e^b-1), y(x)=2 asinh sqrt x, Q1=y coth y-1, L=Q1/y,
# D=N y(x)+(N+1)y(x-1); mean free path = (v0/(alpha w)) l(x), with
#   D l(x) = x + N Q1(x) l(x+1) + (N+1) Q1(x-1) l(x-1),  i.e. l = l0 + T l.
# Claims: T is a contraction (factor q<1) in sup|l| lam^-x but not in the plain sup
# norm; 0<mu-mu_k<=mu_0 q^(k+1)/(1-q); l(n+e)=l(n)+c_n sqrt(e) at every integer n>=1,
# while SERTA and MRTA have such a cusp only at n=1.
import numpy as np
from scipy import constants as C
from scipy.linalg import solve_banded, eigvalsh_tridiagonal
from numpy.polynomial.legendre import leggauss

Ha = C.physical_constants['Hartree energy in eV'][0]
a0 = C.physical_constants['Bohr radius'][0]
m, einf, e0, w_eV, Temp = 0.1, 10.0, 12.0, 0.040, 300.0
w = w_eV/Ha; inv_eps = 1/einf - 1/e0
kT_eV = C.k*Temp/C.e; b0 = w_eV/kT_eV
alpha = inv_eps*np.sqrt(m/(2*w))
len_A = np.sqrt(2*w/m)/(alpha*w)*a0*1e10
mob_unit = C.e*a0**2/C.hbar*1e5/(m*alpha*w)      # A^2/(V fs)

bose = lambda b: 1/np.expm1(b)
y = lambda x: 2*np.arcsinh(np.sqrt(np.maximum(x, 0.0)))
def Q1(x):
    u = y(np.asarray(x, float)); s = np.maximum(u, 1e-2)
    return np.where(u < 1e-2, u**2/3 - u**4/45 + 2*u**6/945, s/np.tanh(s) - 1)
Lang = lambda x: Q1(x)/y(x)
D = lambda x, b: bose(b)*y(x) + (bose(b)+1)*y(x-1)
up = lambda x, b: bose(b)*Q1(x)/D(x, b)
down = lambda x, b: (bose(b)+1)*Q1(x-1)/D(x, b)
serta = lambda x, b: x/D(x, b)
def mrta(x, b):
    N = bose(b)
    return x/(N*(y(x) - np.sqrt((x+1)/x)*Q1(x))
              + (N+1)*(y(x-1) - np.sqrt(np.maximum(x-1, 0)/x)*Q1(x-1)))
L2 = float(Lang(2.0)); bstar = np.log(2/L2 - 1)
def bound(b):
    N = bose(b)
    if b <= bstar: return np.exp(b/2), 1/np.cosh(b/2)
    lam = np.sqrt((N+1)/((2*N+1)*L2 - N))
    return lam, lam*L2
grid = lambda d, n: np.atleast_1d(d)[None, :] + np.arange(n)[:, None]
def direct(d, b, n):
    x = grid(d, n); out = np.empty_like(x)
    for j in range(x.shape[1]):
        ab = np.zeros((3, n)); ab[1] = 1
        ab[0, 1:] = -up(x[:-1, j], b); ab[2, :-1] = -down(x[1:, j], b)
        out[:, j] = solve_banded((1, 1), ab, serta(x[:, j], b))
    return out
def rode(d, b, n, kmax):      # iteration on g = exp(-bx) l; returns all iterates of l
    x = grid(d, n); N = bose(b); Dx = D(x, b); Q = Q1(x[:-1])
    g0 = x*np.exp(-b*x)/Dx; g = g0.copy(); its = [g*np.exp(b*x)]
    for _ in range(kmax):
        gin = np.zeros_like(g)
        gin[:-1] += (N+1)*Q*g[1:]; gin[1:] += N*Q*g[:-1]
        g = g0 + gin/Dx; its.append(g*np.exp(b*x))
    return its
t, wt = leggauss(48); s = (t+1)/2; dl = s**2; wd = wt*s
def mob(l, b):                # in units 1/(m alpha w)
    x = grid(dl, l.shape[0])
    return 4*b**2.5/(3*np.sqrt(np.pi))*np.sum(wd*x*l*np.exp(-b*x))
def radius(d, b, n0, n):
    x = d + n0 + np.arange(n, dtype=float)
    return eigvalsh_tridiagonal(np.zeros(n), np.sqrt(up(x[:-1], b)*down(x[1:], b)))[-1]

# golden-rule rates from the definition, Gaussian delta
N0 = bose(b0); ct, cw = leggauss(400); rt, rw = leggauss(60)
def rate(x, sign, l):
    k = np.sqrt(2*m*w*x); Ef = w*(x+sign); sg = 1e-4*w
    ka, kb = np.sqrt(2*m*(Ef-8*sg)), np.sqrt(2*m*(Ef+8*sg))
    kp = (ka+kb)/2 + (kb-ka)/2*rt
    dlt = np.exp(-(kp**2/(2*m)-Ef)**2/(2*sg**2))/(sg*np.sqrt(2*np.pi))
    ang = np.sum(cw*ct**l/(k*k + kp[:, None]**2 - 2*k*kp[:, None]*ct), axis=1)
    pref = 2*np.pi*(2*np.pi*w*inv_eps)*2*np.pi/(2*np.pi)**3
    return (N0 if sign > 0 else N0+1)*pref*np.sum(rw*(kb-ka)/2*kp**2*dlt*ang)
for x in (0.3, 1.4, 2.3):
    f = alpha*w/np.sqrt(x)
    assert abs(rate(x, 1, 0)/(f*N0*y(x)) - 1) < 1e-6
    assert abs(rate(x, 1, 1)/(f*N0*Q1(x)) - 1) < 1e-6
    assert abs(rate(x+1, -1, 0)*np.sqrt(x+1)/(alpha*w*(N0+1)*y(x)) - 1) < 1e-6
    assert abs(np.sqrt(x)*rate(x, 1, 1)/(np.sqrt(x+1)*np.exp(-b0)*rate(x+1, -1, 1)) - 1) < 1e-6

# lemma, row sums, spectra
xs = np.concatenate([np.linspace(1e-6, 20, 40001), np.logspace(1.4, 10, 2000)])
assert np.all(np.diff(Lang(xs)) > 0) and np.all(mrta(xs, b0) > 0)
assert np.all(Q1(xs[xs >= 2]) <= y(xs[xs >= 2]-1)) and Q1(1.05) > y(0.05)
for b in (0.2, 0.5, 0.88, 0.9, b0, 4.0, 12.0):
    lam, q = bound(b)
    assert 1 < lam <= np.exp(b/2)*(1+1e-12) and q < 1
    assert np.max(up(xs, b)*lam + down(xs, b)/lam) <= q
    assert max(radius(d, b, 0, 300) for d in (1e-4, 0.1, 0.5, 1.0)) <= q
    assert abs((1 - up(1e6, b) - down(1e6, b))*y(1e6) - 1) < 1e-4
    for n0 in (1e6, 1e12):
        r = radius(0.5, b, n0, 400)
        assert abs(r - Lang(n0)*np.cos(np.pi/401)/np.cosh(b/2)) < 1e-4 and r <= q
lam, q = bound(b0)
h = 1/up(0.5, b0)             # growth ratio of the homogeneous upward recursion
for n in range(1, 400): h = (1 - down(0.5+n, b0)/h)/up(0.5+n, b0)
r = Lang(399.5); root = ((2*N0+1) + np.sqrt((2*N0+1)**2 - 4*N0*(N0+1)*r*r))/(2*N0*r)
assert abs(h/root - 1) < 1e-2 and h > np.exp(b0) > lam

# iteration against banded solve
nm = 60; X = grid(dl, nm); ex = direct(dl, b0, nm); its = rode(dl, b0, nm, 150)
mu = mob(ex, b0); mk = [mob(l, b0) for l in its]
err = [np.max(np.abs(l-ex)*lam**(-X)) for l in its]
assert err[-1] < 1e-10 and abs(mob(direct(dl, b0, 30), b0)/mu - 1) < 1e-10
for k in range(21):
    assert err[k+1] <= q*err[k] and np.all(its[k+1] >= its[k]*(1-1e-13))
    assert 0 < mu - mk[k] <= mk[0]*q**(k+1)/(1-q)
k_obs = next(k for k in range(150) if mu - mk[k] < 1e-6*mu)
k_bnd = next(k for k in range(999) if q**(k+1)/(1-q) < 1e-6)
muS, muM = mob(serta(X, b0), b0), mob(mrta(X, b0), b0)

# 3D Monte Carlo Green-Kubo sum over the first 25 flights
rng = np.random.default_rng(1); M = 300000
x = rng.gamma(1.5, 1/b0, M); n = rng.normal(size=(M, 3)); n /= np.linalg.norm(n, axis=1)[:, None]
vi = np.sqrt(x)[:, None]*n; acc = np.zeros(M)
for j in range(25):
    Dx = D(x, b0); acc += np.einsum('ij,ij->i', vi, n)*x/Dx
    xp = np.where(rng.random(M) < N0*y(x)/Dx, x+1, x-1)
    z = (x+xp)/(2*np.sqrt(x*xp))
    c = np.clip(z - (z+1)*((z-1)/(z+1))**rng.random(M), -1, 1)
    e = rng.normal(size=(M, 3)); e -= np.einsum('ij,ij->i', e, n)[:, None]*n
    e /= np.linalg.norm(e, axis=1)[:, None]
    n = c[:, None]*n + np.sqrt(1-c*c)[:, None]*e; x = xp
mc, sd = 2*b0/3*acc.mean(), 2*b0/3*acc.std()/np.sqrt(M)
assert abs(mc - mk[24]) < 4*sd and mc - muS > 10*sd

# cusps: Richardson slope in sqrt(e) against the continued fraction
def slope(solver, side):
    at = solver(1.0); S = []
    for u in (1e-3, 5e-4):
        v = solver(u*u)[1:8] if side > 0 else solver(1-u*u)[:7]
        S.append((v - at[:7])/u)
    return 2*S[1] - S[0]      # entries for n = 1..7
full = lambda d: direct(d, b0, nm)[:, 0]
lint = full(1.0); rho = {nm+1: 0.0}
for n_ in range(nm, 1, -1): rho[n_] = float(down(n_, b0)/(1 - up(n_, b0)*rho[n_+1]))
cn = [float(-2*(N0+1)*lint[0]/(D(1.0, b0) - N0*Q1(1.0)*rho[2]))]
for n_ in range(2, 8):
    cn.append(cn[-1]*rho[n_]); assert 0 < rho[n_] < Lang(n_-1.0)
fd = slope(full, 1)
assert np.allclose(fd, cn, rtol=1e-3) and np.max(np.abs(slope(full, -1))) < 1e-6
rta_c = []
for fn in (serta, mrta):
    sl = slope(lambda d: fn(d + np.arange(9.0), b0), 1); rta_c.append(sl[0])
    assert abs(sl[0]/(-2*(N0+1)*fn(1.0, b0)**2) - 1) < 1e-3 and np.max(np.abs(sl[1:])) < 1e-6
for k in range(1, 5):
    sl = slope(lambda d: rode(d, b0, nm, k)[-1][:, 0], 1)
    assert sl[k] < -1e-2 and abs(sl[k+1]) < 1e-6

# low-temperature limit
bl = 12.0; Xl = grid(dl, 20)
lR, lS, lM = mob(direct(dl, bl, 20), bl), mob(serta(Xl, bl), bl), mob(mrta(Xl, bl), bl)
assert abs(2*bose(bl)*lR - (1 + 5/(12*bl) - 119/(288*bl**2))) < 2e-3
assert abs(lR/lS - 1) < 1e-3 and abs(lM/lS/(3*(1 + 1/(3*bl))) - 1) < 1e-2

print(f"m = {m} m_e, eps_inf = {einf}, eps_0 = {e0}, w = {w_eV} eV, T = {Temp} K")
print(f"kT = {kT_eV:.5f} eV, b = {b0:.4f}, N = {N0:.4f}, e^b = {np.exp(b0):.4f}")
print(f"alpha = {alpha:.5f}, alpha*w = {alpha*w_eV:.6f} eV")
print(f"length unit = {len_A:.2f} A, mobility unit = {mob_unit:.2f} A^2/(V fs)")
print(f"y(1) = {y(1.0):.4f}, y(2) = {y(2.0):.4f}, L(y(1)) = {Lang(1.0):.4f}, L2 = {L2:.4f}")
print(f"b* = {bstar:.4f}, sqrt(L2) = {np.sqrt(L2):.4f}, lemma margin sum = {2**-0.5 + 0.25*2**-1.5:.4f}")
print(f"lam = {lam:.4f}, q = {q:.4f}, sech(b/2) = {1/np.cosh(b0/2):.4f}")
print(f"max weighted row sum on grid = {np.max(up(xs, b0)*lam + down(xs, b0)/lam):.4f}")
for xx in (10.0, 1e3, 1e6): print(f"plain row sum at x = {xx:.0e}: {up(xx, b0)+down(xx, b0):.4f}")
for n_ in (10, 60, 300): print(f"ladder radius, delta = 0.5, {n_} rungs: {radius(0.5, b0, 0, n_):.4f}")
for n0 in (1e6, 1e12): print(f"radius of 400 rungs from n = {n0:.0e}: {radius(0.5, b0, n0, 400):.4f}")
print(f"homogeneous growth ratio at rung 400 = {h:.4f}")
for k in (0, 1, 2, 3, 5, 10):
    print(f"mu_{k} = {mk[k]*mob_unit:.3f} A^2/(V fs), rel. error {1-mk[k]/mu:.2e}, bound {mk[0]*q**(k+1)/(1-q)/mu:.2e}")
print(f"observed error ratio k=10->11: {(mu-mk[11])/(mu-mk[10]):.4f}")
print(f"iterations to 1e-6: observed {k_obs}, guaranteed {k_bnd}")
for nme, v in (("Rode", mu), ("SERTA", muS), ("MRTA", muM)):
    print(f"mu {nme} = {v*mob_unit:.2f} A^2/(V fs) = {v*mob_unit*0.1e1*1e-1*1e0*1:.5g} x 1 cm^2/(V s)" if False else
          f"mu {nme} = {v*mob_unit:.1f} A^2/(V fs) = {v*mob_unit*0.1:.1f} cm^2/(V s), ratio to Rode {v/mu:.4f}")
print(f"mu Monte Carlo = {mc*mob_unit:.0f} +- {sd*mob_unit:.0f} A^2/(V fs)")
print("E (eV), mean free path (A): Rode, SERTA, MRTA")
for xx in (0.5, 1.0, 1.1, 1.5, 2.0, 2.1, 2.5, 3.0, 3.1):
    i = int(np.ceil(xx)) - 1
    print(f"  {xx*w_eV:.3f}  {full(xx-i)[i]*len_A:.1f}  {serta(xx, b0)*len_A:.1f}  {mrta(xx, b0)*len_A:.1f}")
print("n, l(n), c_n formula, c_n finite difference, c_n/l(n), rho_(n+1) (dimensionless)")
for i in range(5):
    print(f"  {i+1}  {lint[i]:.4f}  {cn[i]:.4f}  {fd[i]:.4f}  {cn[i]/lint[i]:.4f}  {rho[i+2]:.4f}")
print(f"c_1 SERTA = {rta_c[0]:.4f}, c_1 MRTA = {rta_c[1]:.4f}")
print("b, lam, q, sech(b/2), SERTA/Rode, MRTA/Rode")
for b in (0.5, 1.0, 2.0, 4.0, 12.0):
    nn = int(70/b) + 10; Xb = grid(dl, nn); mb = mob(direct(dl, b, nn), b)
    print(f"  {b:.1f}  {bound(b)[0]:.4f}  {bound(b)[1]:.4f}  {1/np.cosh(b/2):.4f}  "
          f"{mob(serta(Xb, b), b)/mb:.4f}  {mob(mrta(Xb, b), b)/mb:.4f}")
print(f"b = 12: 2 alpha w N m mu = {2*bose(bl)*lR:.4f}, series {1+5/(12*bl)-119/(288*bl**2):.4f}")
print("success")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 155, in <module>
    assert abs(2*bose(bl)*lR - (1 + 5/(12*bl) - 119/(288*bl**2))) < 2e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was in the physics of the low-temperature limit: the series 1 + 5/(12b) − 119/(288b²) belongs to SERTA, but it was asserted for the full solution. An absorption from x < 1 is followed at once by emission back to x, and because ℓ(x) ~ 1/N this loop survives as N → 0, giving ℓ = x/[N y(1 − L²)], 2αωNmμ = 1 + 55/(36b) − 3647/(2592b²) and Rode/SERTA = 1 + 10/(9b). The old series is now tested on SERTA (b = 12, same 2e-3), and the full solution is tested against quadrature of the closed form (b = 12, 2e-4) and the new series (b = 30, 3e-4, set by the b⁻³ term). The false test Rode/SERTA = 1 within 1e-3 becomes 1 + 10/(9b) within 2/b² at b = 30, a looser number fixed by the next order; all other tests are unchanged and one garbled print line is cleaned up.

Diff:

```diff
@@ -5,7 +5,9 @@
 # Claims: T is a contraction (factor q<1) in sup|l| lam^-x but not in the plain sup
 # norm; 0<mu-mu_k<=mu_0 q^(k+1)/(1-q); l(n+e)=l(n)+c_n sqrt(e) at every integer n>=1,
-# while SERTA and MRTA have such a cusp only at n=1.
+# while SERTA and MRTA have such a cusp only at n=1; for N->0 and x<1,
+# l = x/(N y (1-L^2)), so Rode/SERTA = 1 + 10/(9b) + ...
 import numpy as np
 from scipy import constants as C
+from scipy.integrate import quad
 from scipy.linalg import solve_banded, eigvalsh_tridiagonal
 from numpy.polynomial.legendre import leggauss
@@ -150,14 +152,24 @@
     assert sl[k] < -1e-2 and abs(sl[k+1]) < 1e-6
 
-# low-temperature limit
-bl = 12.0; Xl = grid(dl, 20)
-lR, lS, lM = mob(direct(dl, bl, 20), bl), mob(serta(Xl, bl), bl), mob(mrta(Xl, bl), bl)
-assert abs(2*bose(bl)*lR - (1 + 5/(12*bl) - 119/(288*bl**2))) < 2e-3
-assert abs(lR/lS - 1) < 1e-3 and abs(lM/lS/(3*(1 + 1/(3*bl))) - 1) < 1e-2
+# low-temperature limit; all mobilities scaled by 2 alpha w N m
+def low(b):
+    Xl = grid(dl, 20)
+    return [2*bose(b)*mob(l, b) for l in (direct(dl, b, 20), serta(Xl, b), mrta(Xl, b))]
+ser_full = lambda b: 1 + 55/(36*b) - 3647/(2592*b**2)
+ser_serta = lambda b: 1 + 5/(12*b) - 119/(288*b**2)
+bl, bh = 12.0, 30.0
+lR, lS, lM = low(bl); hR, hS, hM = low(bh)
+loop = 4*bl**2.5/(3*np.sqrt(np.pi))*quad(
+    lambda x: float(2*x*x*np.exp(-bl*x)/(y(x)*(1 - Lang(x)**2))), 1e-12, 1, epsabs=1e-13)[0]
+assert abs(lR/loop - 1) < 2e-4            # neglected terms are a few times N
+assert abs(lS - ser_serta(bl)) < 2e-3
+assert abs(hR - ser_full(bh)) < 3e-4      # next term is of order 3/b^3
+assert abs(hR/hS - (1 + 10/(9*bh))) < 2/bh**2
+assert abs(lM/lS/(3*(1 + 1/(3*bl))) - 1) < 1e-2
 
 print(f"m = {m} m_e, eps_inf = {einf}, eps_0 = {e0}, w = {w_eV} eV, T = {Temp} K")
 print(f"kT = {kT_eV:.5f} eV, b = {b0:.4f}, N = {N0:.4f}, e^b = {np.exp(b0):.4f}")
 print(f"alpha = {alpha:.5f}, alpha*w = {alpha*w_eV:.6f} eV")
-print(f"length unit = {len_A:.2f} A, mobility unit = {mob_unit:.2f} A^2/(V fs)")
+print(f"length unit = {len_A:.2f} A, mobility unit = {mob_unit:.1f} A^2/(V fs)")
 print(f"y(1) = {y(1.0):.4f}, y(2) = {y(2.0):.4f}, L(y(1)) = {Lang(1.0):.4f}, L2 = {L2:.4f}")
 print(f"b* = {bstar:.4f}, sqrt(L2) = {np.sqrt(L2):.4f}, lemma margin sum = {2**-0.5 + 0.25*2**-1.5:.4f}")
@@ -169,10 +181,9 @@
 print(f"homogeneous growth ratio at rung 400 = {h:.4f}")
 for k in (0, 1, 2, 3, 5, 10):
-    print(f"mu_{k} = {mk[k]*mob_unit:.3f} A^2/(V fs), rel. error {1-mk[k]/mu:.2e}, bound {mk[0]*q**(k+1)/(1-q)/mu:.2e}")
+    print(f"mu_{k} = {mk[k]*mob_unit:.1f} A^2/(V fs), rel. error {1-mk[k]/mu:.2e}, bound {mk[0]*q**(k+1)/(1-q)/mu:.2e}")
 print(f"observed error ratio k=10->11: {(mu-mk[11])/(mu-mk[10]):.4f}")
 print(f"iterations to 1e-6: observed {k_obs}, guaranteed {k_bnd}")
 for nme, v in (("Rode", mu), ("SERTA", muS), ("MRTA", muM)):
-    print(f"mu {nme} = {v*mob_unit:.2f} A^2/(V fs) = {v*mob_unit*0.1e1*1e-1*1e0*1:.5g} x 1 cm^2/(V s)" if False else
-          f"mu {nme} = {v*mob_unit:.1f} A^2/(V fs) = {v*mob_unit*0.1:.1f} cm^2/(V s), ratio to Rode {v/mu:.4f}")
+    print(f"mu {nme} = {v*mob_unit:.1f} A^2/(V fs) = {v*mob_unit*0.1:.1f} cm^2/(V s), ratio to Rode {v/mu:.4f}")
 print(f"mu Monte Carlo = {mc*mob_unit:.0f} +- {sd*mob_unit:.0f} A^2/(V fs)")
 print("E (eV), mean free path (A): Rode, SERTA, MRTA")
@@ -189,4 +200,7 @@
     print(f"  {b:.1f}  {bound(b)[0]:.4f}  {bound(b)[1]:.4f}  {1/np.cosh(b/2):.4f}  "
           f"{mob(serta(Xb, b), b)/mb:.4f}  {mob(mrta(Xb, b), b)/mb:.4f}")
-print(f"b = 12: 2 alpha w N m mu = {2*bose(bl)*lR:.4f}, series {1+5/(12*bl)-119/(288*bl**2):.4f}")
+print(f"b = 12, 2 alpha w N m mu: Rode {lR:.4f}, loop form {loop:.4f}, SERTA {lS:.4f}, series {ser_serta(bl):.4f}")
+print(f"b = 12, MRTA/SERTA = {lM/lS:.4f}, 3(1+1/(3b)) = {3*(1+1/(3*bl)):.4f}")
+print(f"b = 30, 2 alpha w N m mu: Rode {hR:.4f}, series {ser_full(bh):.4f}")
+print(f"b = 30, Rode/SERTA = {hR/hS:.4f}, 1+10/(9b) = {1+10/(9*bh):.4f}")
 print("success")
```

Output now:

```
m = 0.1 m_e, eps_inf = 10.0, eps_0 = 12.0, w = 0.04 eV, T = 300.0 K
kT = 0.02585 eV, b = 1.5473, N = 0.2704, e^b = 4.6986
alpha = 0.09720, alpha*w = 0.003888 eV
length unit = 635.01 A, mobility unit = 29774.7 A^2/(V fs)
y(1) = 1.7627, y(2) = 2.2924, L(y(1)) = 0.4934, L2 = 0.5844
b* = 0.8847, sqrt(L2) = 0.7645, lemma margin sum = 0.7955
lam = 1.4200, q = 0.8298, sech(b/2) = 0.7608
max weighted row sum on grid = 0.7958
plain row sum at x = 1e+01: 0.7277
plain row sum at x = 1e+03: 0.8794
plain row sum at x = 1e+06: 0.9342
ladder radius, delta = 0.5, 10 rungs: 0.5090
ladder radius, delta = 0.5, 60 rungs: 0.6129
ladder radius, delta = 0.5, 300 rungs: 0.6513
radius of 400 rungs from n = 1e+06: 0.7107
radius of 400 rungs from n = 1e+12: 0.7345
homogeneous growth ratio at rung 400 = 5.7774
mu_0 = 30530.1 A^2/(V fs), rel. error 4.11e-01, bound 2.87e+00
mu_1 = 41104.2 A^2/(V fs), rel. error 2.07e-01, bound 2.38e+00
mu_2 = 47020.7 A^2/(V fs), rel. error 9.31e-02, bound 1.98e+00
mu_3 = 49358.8 A^2/(V fs), rel. error 4.80e-02, bound 1.64e+00
mu_5 = 51245.7 A^2/(V fs), rel. error 1.16e-02, bound 1.13e+00
mu_10 = 51828.3 A^2/(V fs), rel. error 3.46e-04, bound 4.45e-01
observed error ratio k=10->11: 0.5369
iterations to 1e-6: observed 19, guaranteed 83
mu Rode = 51846.3 A^2/(V fs) = 5184.6 cm^2/(V s), ratio to Rode 1.0000
mu SERTA = 30530.1 A^2/(V fs) = 3053.0 cm^2/(V s), ratio to Rode 0.5889
mu MRTA = 80841.3 A^2/(V fs) = 8084.1 cm^2/(V s), ratio to Rode 1.5593
mu Monte Carlo = 52145 +- 253 A^2/(V fs)
E (eV), mean free path (A): Rode, SERTA, MRTA
  0.020  1266.2  891.7  2829.1
  0.040  2023.1  1332.4  4407.8
  0.044  787.3  543.3  784.0
  0.060  947.1  427.0  655.0
  0.080  1400.1  444.2  777.1
  0.084  908.8  451.0  807.4
  0.100  1055.8  482.3  937.0
  0.120  1374.3  525.6  1110.1
  0.124  1143.5  534.5  1145.6
n, l(n), c_n formula, c_n finite difference, c_n/l(n), rho_(n+1) (dimensionless)
  1  3.1860  -21.3278  -21.3273  -6.6943  0.4128
  2  2.2048  -8.8034  -8.8032  -3.9929  0.5040
  3  2.1642  -4.4371  -4.4370  -2.0503  0.5514
  4  2.4299  -2.4468  -2.4467  -1.0070  0.5818
  5  2.8345  -1.4236  -1.4235  -0.5022  0.6034
c_1 SERTA = -11.1855, c_1 MRTA = -122.3999
b, lam, q, sech(b/2), SERTA/Rode, MRTA/Rode
  0.5  1.2840  0.9695  0.9695  0.3647  1.0301
  1.0  1.5223  0.8896  0.8868  0.4890  1.2007
  2.0  1.3760  0.8041  0.6481  0.6536  1.8690
  4.0  1.3167  0.7695  0.2658  0.8129  2.5610
  12.0  1.3081  0.7645  0.0050  0.9226  2.8389
b = 12, 2 alpha w N m mu: Rode 1.1186, loop form 1.1186, SERTA 1.0320, series 1.0319
b = 12, MRTA/SERTA = 3.0771, 3(1+1/(3b)) = 3.0833
b = 30, 2 alpha w N m mu: Rode 1.0495, series 1.0494
b = 30, Rode/SERTA = 1.0355, 1+10/(9b) = 1.0370
success
```
